# Mean thickness at which half-cylinders grown from parallel steps close: test program

```python
"""
Half-cylindrical deposits on parallel substrate steps.

Result under test: with step spacing L and equal growth g per cycle along the
surface normal, the film closes at radius L/2 and mean thickness pi*L/8.
Symbols: r = deposit radius, n = number of cycles, h = mean thickness
(deposit volume per substrate area). All lengths are in nm.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree

L = 50.0                 # step spacing
g = 0.1                  # growth per cycle, rough typical value
step_height = 0.34       # graphite step, rough value
molecule = 0.6           # precursor diameter, rough value
density_cm2 = 1.0e10     # terrace nuclei per cm^2
density = density_cm2 / 1.0e14   # per nm^2


def profile(positions, radii, period, points=200000):
    """Upper envelope of periodic half-cylinders, sampled at cell centres."""
    x = (np.arange(points) + 0.5) * period / points
    height = np.zeros(points)
    for centre, radius in zip(positions, radii):
        for image in (-period, 0.0, period):
            inside = radius**2 - (x - centre - image)**2
            height = np.maximum(height, np.sqrt(np.maximum(inside, 0.0)))
    return height


def gap_area(width, r):
    """Deposit cross-section over one terrace of given width."""
    if r <= width / 2:
        return np.pi * r**2 / 2
    return (width / 2 * np.sqrt(r**2 - width**2 / 4)
            + r**2 * np.arcsin(width / (2 * r)))


def mean_formula(r):
    return gap_area(L, r) / L


def rate_formula(r):
    """Mean thickness gained per unit increase of radius."""
    if r <= L / 2:
        return np.pi * r / L
    return 2 * r / L * np.arcsin(L / (2 * r))


r_close = L / 2
h_close = np.pi * L / 8
n_close = r_close / g

# Front advanced by thin normal layers, with no assumed deposit shape.
cells, layer = 1000, 1.0
dx = L / cells
reach = int(round(layer / dx))
front = np.full(cells, -np.inf)
front[0] = 0.0
layers = 0
while np.any(np.isneginf(front)):
    new_front = np.full(cells, -np.inf)
    for k in range(-reach, reach + 1):
        rise = np.sqrt(max(layer**2 - (k * dx)**2, 0.0))
        new_front = np.maximum(new_front, np.roll(front, k) + rise)
    front = new_front
    layers += 1
    assert layers < 100
front_radius = layers * layer
front_mean = front.mean()
assert abs(front_radius - r_close) < 1e-9
# The sampled layer is a polygon inside the true disc: error below 0.5 %.
assert abs(front_mean - h_close) < 0.005 * h_close

# Direct averages and finite differences before, at and after closure.
for r in (5.0, 15.0, 25.0, 25.5, 30.0):
    assert abs(profile([0], [r], L).mean() - mean_formula(r)) < 1e-4
for r in (10.0, 20.0, 30.0):
    dr = 0.05
    slope = (profile([0], [r + dr], L).mean()
             - profile([0], [r - dr], L).mean()) / (2 * dr)
    assert abs(slope - rate_formula(r)) < 1e-3
closed = profile([0], [r_close], L)
rms = r_close * np.sqrt(2 / 3 - np.pi**2 / 16)
assert abs(closed.std() - rms) < 1e-3
assert round(h_close, 1) == 19.6

# Five cycles after closure.
n_later = n_close + 5
r_later = g * n_later
seam_later = np.sqrt(r_later**2 - L**2 / 4)
assert abs(profile([0], [r_later], L).min() - seam_later) < 1e-3

# Alternating terrace widths with the same mean spacing.
narrow, wide = 40.0, 60.0
x_sub = np.linspace(0, narrow + wide, 10001)
seeds = np.array([0.0, narrow, narrow + wide])
r_uneven = np.abs(x_sub[:, None] - seeds).min(axis=1).max()
assert abs(r_uneven - wide / 2) < 1e-9
h_uneven = (gap_area(narrow, r_uneven) + gap_area(wide, r_uneven)) / (2 * L)
direct = profile([0, narrow], [r_uneven] * 2, narrow + wide).mean()
assert abs(direct - h_uneven) < 1e-4

# Random terrace nuclei: probability integral against simulation.


def covered(z):
    s = np.sqrt(max(r_close**2 - z**2, 0.0))
    return 1 - (1 - 2 * s / L) * np.exp(-np.pi * density * s**2)


h_nuclei = quad(covered, 0, r_close)[0]
extra_nuclei = h_nuclei - h_close
rng = np.random.default_rng(7)
box = np.array([5000.0, 40000.0])
count = rng.poisson(density * box.prod())
tree = cKDTree(rng.random((count, 2)) * box, boxsize=box)
samples = rng.random((300000, 2)) * box
d_nucleus = tree.query(samples)[0]
d_step = np.abs((samples[:, 0] + L / 2) % L - L / 2)
z_step = np.sqrt(np.maximum(r_close**2 - d_step**2, 0))
d_any = np.minimum(d_step, d_nucleus)
z_any = np.sqrt(np.maximum(r_close**2 - d_any**2, 0))
extra_simulated = (z_any - z_step).mean()
assert abs(extra_simulated - extra_nuclei) < 0.08 * extra_nuclei
seam_points = np.column_stack([np.full(40000, L / 2),
                               rng.random(40000) * box[1]])
seam_free = np.mean(tree.query(seam_points)[0] > r_close)
assert seam_free > 0          # steps alone still close part of the seam

# Alternate steps start late; radii differ when neighbours touch.
delta = 2.5
delay_cycles = 2 * delta / g
extra_delay = np.pi * delta**2 / (2 * L)
direct = profile([0, L], [r_close + delta, r_close - delta], 2 * L).mean()
assert abs(direct - h_close - extra_delay) < 1e-4

# Whole riser acts as seed: count filled cells above one terrace.
extra_riser = step_height / 2
cell = 0.02
xs = np.arange(cell / 2, L, cell)
zs = np.arange(cell / 2, r_close + 1, cell)
filled = 0
for z in zs:
    left = xs**2 + max(z - step_height, 0.0)**2 <= r_close**2
    right = (L - xs)**2 + z**2 <= r_close**2
    filled += np.count_nonzero(left | right)
assert abs(filled * cell**2 / L - h_close - extra_riser) < 0.005

# Bottom of the seam too narrow for a precursor molecule.


def seam_width(z):
    return 2 * (r_close - np.sqrt(r_close**2 - z**2))


wedge = np.sqrt(r_close * molecule - molecule**2 / 4)
root = brentq(lambda z: seam_width(z) - molecule, 0, r_close)
assert abs(root - wedge) < 1e-8
wedge_mean = quad(seam_width, 0, wedge)[0] / L

print(f"step spacing L = {L:.0f} nm")
print(f"growth per cycle g = {g:.2f} nm")
print("cycles, radius (nm), covered fraction, mean thickness (nm):")
for n in (50, 100, 150, 200, 250):
    r = g * n
    print(f"  {n:3d}  {r:5.1f}  {min(1, 2*r/L):.2f}  {mean_formula(r):.2f}")
print(f"closing radius = {r_close:.1f} nm")
print(f"closing cycle = {n_close:.0f}")
print(f"mean thickness at closure = {h_close:.3f} nm")
print(f"same in angstrom = {10*h_close:.1f} angstrom")
print(f"advanced front: closing radius = {front_radius:.1f} nm")
print(f"advanced front: mean thickness = {front_mean:.2f} nm")
print(f"planar film after same cycles = {g*n_close:.1f} nm")
print(f"planar cycles for same mean thickness = {h_close/g:.0f}")
print(f"radius where rate equals g = {L/np.pi:.1f} nm")
print(f"rate at closure = {g*rate_formula(r_close):.3f} nm/cycle")
print(f"rms roughness at closure = {rms:.2f} nm")
print(f"later cycle = {n_later:.0f}, radius = {r_later:.1f} nm")
print(f"later mean thickness = {mean_formula(r_later):.2f} nm")
print(f"later seam thickness = {seam_later:.2f} nm")
print(f"later rate = {g*rate_formula(r_later):.3f} nm/cycle")
print(f"uneven terraces = {narrow:.0f} and {wide:.0f} nm")
print(f"uneven: closing radius = {r_uneven:.1f} nm")
print(f"uneven: closing cycle = {r_uneven/g:.0f}")
print(f"uneven: mean thickness at closure = {h_uneven:.2f} nm")
print(f"uneven: relative change = {100*(h_uneven/h_close-1):.1f} %")
print(f"terrace nuclei density = {density_cm2:.1e} cm^-2")
print(f"nuclei: added mean thickness = {extra_nuclei:.3f} nm")
print(f"nuclei: simulated addition = {extra_simulated:.3f} nm")
print(f"nuclei: seam closed by steps alone = {100*seam_free:.0f} %")
print(f"late start of alternate steps = {delay_cycles:.0f} cycles")
print(f"late start: radius offset delta = {delta:.1f} nm")
print(f"late start: added mean thickness = {extra_delay:.3f} nm")
print(f"step height = {step_height:.2f} nm")
print(f"step height: added mean thickness = {extra_riser:.2f} nm")
print(f"precursor diameter = {molecule:.1f} nm")
print(f"height of inaccessible seam wedge = {wedge:.2f} nm")
print(f"wedge volume per substrate area = {wedge_mean:.3f} nm")
print("all good")
```

Running it gives:

```
step spacing L = 50 nm
growth per cycle g = 0.10 nm
cycles, radius (nm), covered fraction, mean thickness (nm):
   50    5.0  0.20  0.79
  100   10.0  0.40  3.14
  150   15.0  0.60  7.07
  200   20.0  0.80  12.57
  250   25.0  1.00  19.63
closing radius = 25.0 nm
closing cycle = 250
mean thickness at closure = 19.635 nm
same in angstrom = 196.3 angstrom
advanced front: closing radius = 25.0 nm
advanced front: mean thickness = 19.55 nm
planar film after same cycles = 25.0 nm
planar cycles for same mean thickness = 196
radius where rate equals g = 15.9 nm
rate at closure = 0.157 nm/cycle
rms roughness at closure = 5.58 nm
later cycle = 255, radius = 25.5 nm
later mean thickness = 20.36 nm
later seam thickness = 5.02 nm
later rate = 0.140 nm/cycle
uneven terraces = 40 and 60 nm
uneven: closing radius = 30.0 nm
uneven: closing cycle = 300
uneven: mean thickness at closure = 25.18 nm
uneven: relative change = 28.2 %
terrace nuclei density = 1.0e+10 cm^-2
nuclei: added mean thickness = 0.361 nm
nuclei: simulated addition = 0.361 nm
nuclei: seam closed by steps alone = 82 %
late start of alternate steps = 50 cycles
late start: radius offset delta = 2.5 nm
late start: added mean thickness = 0.196 nm
step height = 0.34 nm
step height: added mean thickness = 0.17 nm
precursor diameter = 0.6 nm
height of inaccessible seam wedge = 3.86 nm
wedge volume per substrate area = 0.015 nm
all good
```
